# The zero window of Im Σ in G0W0 and the impact-ionization threshold

## Question

I am computing electron lifetimes in an insulator from the $G_0W_0$ self-energy, and I have two statements that I cannot reconcile.

The first is that $\mathrm{Im}\,\Sigma(\omega)$ vanishes as long as $\omega$ is within one gap $E_g$ of a band edge. That seems reasonable: an electron has to give up at least $E_g$ to create an electron-hole pair. But $W$ is a screened interaction with its own poles, and I do not see why screening could not put a pole below $E_g$.

The second is that for parabolic bands with equal masses an electron needs a kinetic energy of $3E_g/2$, not $E_g$, before it can create a pair. If $\mathrm{Im}\,\Sigma$ may start at $E_g$ above the conduction edge, where does the extra half gap come from? Is it contained in $G_0W_0$, or must it be added by hand? And what happens if the masses differ?

## Answer

Both statements hold, under conditions given below, and both are contained in $G_0W_0$. They concern different quantities. The first bounds the frequencies at which $\Sigma(\omega)$ can have an imaginary part for any state. The second concerns $\Sigma_{\mathbf k}(\omega)$ for one momentum, taken at the energy of that same state.

### Setting

Take clamped nuclei, zero temperature, and a mean-field calculation with real orbitals $\phi_n$ and energies $\varepsilon_n$. The highest occupied energy is $E_v$, the lowest empty one is $E_c$, and $E_g=E_c-E_v>0$. The gap may be direct or indirect. It is the gap of this starting calculation, because $G_0$ and $W_0$ are both built from it. The letter $\omega$ denotes an energy, and $W$ is the RPA screened interaction, built from a bare repulsion $v$ that is a positive semidefinite matrix in position space.

### Why screening puts no pole below the gap

Label by $t$ a transition from an occupied orbital $i$ to an empty orbital $a$, with energy $\Delta_t=\varepsilon_a-\varepsilon_i\ge E_g$. Let row $t$ of a matrix $R$ hold the density $\sqrt2\,\phi_i\phi_a$, where $\sqrt2$ accounts for the two spins. The independent-particle response is

$$\chi_0=R^TDR,\qquad D_{tt}=\frac{1}{\omega-\Delta_t}-\frac{1}{\omega+\Delta_t}=\frac{2\Delta_t}{\omega^2-\Delta_t^2}.$$

The RPA response obeys $\chi=\chi_0+\chi_0v\chi$, so $\chi=(1-R^TDRv)^{-1}R^TDR$. Moving $R^T$ to the left through the inverse, and defining $K=RvR^T$, gives

$$\chi=R^T(1-DK)^{-1}DR=R^T(D^{-1}-K)^{-1}R.$$

Let $\Delta$ be the diagonal matrix of the $\Delta_t$. Since $D^{-1}=\tfrac12\Delta^{-1/2}(\omega^2-\Delta^2)\Delta^{-1/2}$,

$$D^{-1}-K=\tfrac12\Delta^{-1/2}\left[\omega^2-C\right]\Delta^{-1/2},\qquad C=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}.$$

The poles of $\chi$ therefore lie at $\omega=\pm\Omega_s$, where $CZ_s=\Omega_s^2Z_s$. For a normalized eigenvector,

$$\Omega_s^2=Z_s^T\Delta^2Z_s+2\,y^TKy,\qquad y=\Delta^{1/2}Z_s.$$

The first term is at least $E_g^2$. The second is not negative, because $y^TKy=(R^Ty)^Tv(R^Ty)\ge0$. Hence

$$\Omega_s\ge\min_t\Delta_t\ge E_g .$$

This answers your worry about screening: in the RPA, repulsion can only raise the lowest mode or leave it in place. The sign is essential. In the small ring described below, with a 2 eV gap, the lowest mode is at 2.0132 eV. Multiplying the interaction kernel by $-0.05$ makes it weakly attractive and moves that mode to 1.9993 eV, below the gap. If $W$ is built with a kernel that includes electron-hole attraction, the second term is no longer guaranteed to be non-negative. The proof then does not apply, and the bound must use the lowest excitation that $W$ actually contains, which may or may not lie below $E_g$.

### From the modes to Im Σ

Inverting the bracket and defining $n_s=R^T\Delta^{1/2}Z_s/\sqrt{\Omega_s}$ and $w_s=vn_s$, we have

$$W-v=v\chi v=\sum_s w_sw_s^T\frac{2\Omega_s}{\omega^2-\Omega_s^2}.$$

For time ordering, replace $\Omega_s$ by $\Omega_s-i0$. Each fraction then splits into

$$\frac{1}{\omega'-\Omega_s+i0}-\frac{1}{\omega'+\Omega_s-i0},$$

with one pole just below the positive real axis and one just above the negative real axis.

The correlation self-energy is

$$\Sigma^c(\omega)=\frac{i}{2\pi}\int d\omega'\,G_0(\omega+\omega')\,[W(\omega')-v].$$

For a state $p$, let $M_{ns}=\int\phi_p\phi_nw_s$. The integrand falls off as $|\omega'|^{-3}$, so the contour can be closed in either half-plane.

If $n$ is empty, the factor $1/(\omega+\omega'-\varepsilon_n+i0)$ has its pole in the lower half-plane. Close in the upper one, where the only pole is $\omega'=-\Omega_s+i0$. Its residue is $-1/(\omega-\Omega_s-\varepsilon_n+i0)$. The prefactor is $(i/2\pi)(2\pi i)=-1$, so the contribution is $+1/(\omega-\varepsilon_n-\Omega_s+i0)$.

If $n$ is occupied, the pole of $G_0$ is in the upper half-plane. Close in the lower one, around $\omega'=\Omega_s-i0$. The residue is $1/(\omega+\Omega_s-\varepsilon_n-i0)$, and the clockwise direction makes the prefactor $(i/2\pi)(-2\pi i)=+1$. Together,

$$\Sigma^c_{pp}(\omega)=\sum_s\left[\sum_{n\,\rm empty}\frac{|M_{ns}|^2}{\omega-\varepsilon_n-\Omega_s+i0}+\sum_{n\,\rm occ}\frac{|M_{ns}|^2}{\omega-\varepsilon_n+\Omega_s-i0}\right].$$

The remaining part of $\Sigma$ is static exchange, whose diagonal elements are real. With $1/(x\pm i0)=\mathrm P(1/x)\mp i\pi\delta(x)$,

$$\mathrm{Im}\,\Sigma_{pp}=-\pi\sum_{n\,\rm empty}\sum_s|M_{ns}|^2\delta(\omega-\varepsilon_n-\Omega_s)+\pi\sum_{n\,\rm occ}\sum_s|M_{ns}|^2\delta(\omega-\varepsilon_n+\Omega_s).$$

The first set of delta functions needs $\omega=\varepsilon_n+\Omega_s\ge E_c+E_g$. The second needs $\omega=\varepsilon_n-\Omega_s\le E_v-E_g$. Therefore

$$\boxed{\mathrm{Im}\,\Sigma_{pp}(\omega)=0\quad\text{for}\quad E_v-E_g<\omega<E_c+E_g.}$$

The window is $3E_g$ wide: the gap itself and one gap on each side. The physical reading is that an added electron must end in an empty state, at $E_c$ or higher, after handing at least $E_g$ to the other electrons. A hole obeys the mirror-image condition.

To leading order, a state with on-shell self-energy $\Sigma$ has an amplitude that decays as $e^{-|\mathrm{Im}\Sigma|t/\hbar}$. Its population decays at the rate $1/\tau=2|\mathrm{Im}\,\Sigma|/\hbar$. In the window this approximation gives an infinite lifetime. Phonons and defects, which are absent here, can still scatter the carrier.

### What a finite broadening does

A numerical calculation replaces $i0$ by a finite $i\eta$. A pole of weight $A$ at distance $d$ then contributes an imaginary part of magnitude $A\gamma/(d^2+\gamma^2)$, with $\gamma$ proportional to $\eta$ when $\eta$ is small. Far from the pole this is about $A\gamma/d^2$ and vanishes with $\eta$. On an isolated pole it is $A/\gamma$ and grows as $\eta$ is reduced. In a crystal sampled densely enough that the pole spacing is smaller than $\gamma$, the poles outside the window merge into a continuum, and there $\mathrm{Im}\,\Sigma$ tends to a finite value instead.

The ring used to check this has six cells of two sites each, on-site energies $\pm0.8$ eV, alternating hoppings of 1.6 and 1.0 eV, and a softened Coulomb repulsion of 2.0 eV on each site. Its band edges are at $\pm1$ eV, so the window runs from $-3$ to $3$ eV. The nearest poles with nonzero weight are at $\pm3.0132$ eV, which is $1+2.0132$ on the upper side.

For the lowest empty state at $\omega=2$ eV, direct frequency integration gives $\mathrm{Im}\,\Sigma=-0.00136$ eV with $\eta=0.04$ eV and $-0.00068$ eV with $\eta=0.02$ eV. The value halves with $\eta$, so it is a numerical tail, and a lifetime computed from it would double each time $\eta$ is halved. At the pole at 4.4602 eV the same change takes $\mathrm{Im}\,\Sigma$ from $-1.05$ to $-2.09$ eV. This growth reflects the discrete spectrum of six cells. On a ring of several hundred cells the value at this frequency stays near $-0.18$ eV as $\eta$ is halved.

### Where the extra half gap comes from

So far only energy has been used. In a crystal the orbitals carry momentum, and $M_{ns}$ vanishes unless momentum is conserved. An electron at $\mathbf k$ goes to $\mathbf k_1=\mathbf k-\mathbf q$, and the mode of $W$ takes up $\mathbf q$.

The bound on the modes can be applied at each $\mathbf q$ separately. The interaction couples only transitions with the same $\mathbf q$, up to a reciprocal lattice vector. With time-reversal symmetry the two frequency terms of $\chi_0$ again pair up as in $D$, and the algebra is unchanged once transposes become Hermitian conjugates. Thus $\Omega_{\mathbf q}$ is no smaller than the lowest independent-particle transition at that $\mathbf q$.

Now assume isotropic parabolic bands with both extrema at $\mathbf k=0$, masses $m_e$ and $m_h$, and no umklapp. Removing a valence electron at $\mathbf k_v$ leaves a hole of momentum $\mathbf k_h=-\mathbf k_v$ and positive kinetic energy $\hbar^2k_h^2/2m_h$. The final state has two electrons and one hole, with

$$\mathbf k_1+\mathbf k_2+\mathbf k_h=\mathbf k .$$

The least kinetic energy of several particles with fixed total momentum follows from completing a square. With $M=\sum_im_i$ and $\sum_i\mathbf k_i=\mathbf k$,

$$\sum_i m_i\left|\frac{\mathbf k_i}{m_i}-\frac{\mathbf k}{M}\right|^2=\sum_i\frac{k_i^2}{m_i}-\frac{2k^2}{M}+\frac{k^2}{M}=\sum_i\frac{k_i^2}{m_i}-\frac{k^2}{M}\ge0 .$$

The minimum is $\hbar^2k^2/2M$, reached when all particles have the same velocity. For the pair alone this gives

$$\Omega_{\mathbf q}\ge E_g+\frac{\hbar^2q^2}{2(m_e+m_h)} .$$

Adding the scattered electron and minimizing over $\mathbf q$ is the same problem with $M=2m_e+m_h$. Above the gap, $\mathrm{Im}\,\Sigma_{\mathbf k}(\omega)$ can therefore be nonzero only for

$$\omega\ge E_c+E_g+\frac{\hbar^2k^2}{2(2m_e+m_h)} .$$

At $\mathbf k=0$ this is the edge of the general window. At any other $\mathbf k$ the edge is higher, because the products must carry the momentum away. This is where your two statements meet.

To obtain a lifetime, evaluate $\Sigma_{\mathbf k}$ at the energy of the state itself, $\omega=E_c+T$ with $T=\hbar^2k^2/2m_e$. Since $\hbar^2k^2/2=m_eT$, the condition becomes

$$T\ge E_g+\frac{m_e}{2m_e+m_h}T .$$

Collecting $T$ on the left gives the factor $1-m_e/(2m_e+m_h)=(m_e+m_h)/(2m_e+m_h)$, so

$$\boxed{T_{\rm th}=E_g\,\frac{2m_e+m_h}{m_e+m_h},\qquad T_{\rm th}=\tfrac32E_g\ \text{ for }m_e=m_h.}$$

At threshold with equal masses, each of the three carriers has momentum $\mathbf k/3$ and kinetic energy $T_{\rm th}/9=E_g/6$. Together they keep $E_g/2$, and this is the extra half gap.

### Unequal masses, and holes

A very heavy hole can absorb momentum at almost no cost in energy, and $T_{\rm th}\to E_g$. A very light hole is little help, and $T_{\rm th}\to2E_g$. Numerical minimization over all final momenta gives $1.8E_g$, $1.5E_g$, $1.2E_g$ and $1.048E_g$ for $m_h/m_e=0.25$, 1, 4 and 20, in agreement with the formula.

For an initial hole, exchange the two masses:

$$T^{h}_{\rm th}=E_g\,\frac{2m_h+m_e}{m_e+m_h}.$$

The two thresholds add up to $3E_g$ for any mass ratio, so a mass difference that helps one carrier hinders the other.

### A worked case

Take $E_g=2$ eV and both masses equal to half the free-electron mass. The threshold is $1.5\times2=3$ eV above $E_c$, or 3 eV below $E_v$ for a hole. The wavevector is $k_{\rm th}=\sqrt{2m_eT_{\rm th}}/\hbar=0.6275$ Å$^{-1}$. Each final carrier has $0.6275/3=0.2092$ Å$^{-1}$ and $3/9=0.333$ eV. The balance is $3=2+3\times0.333$ eV. These numbers illustrate the model only: a kinetic energy of $1.5E_g$ and a wavevector of this size lie beyond the range where real bands are parabolic, as discussed in the last section.

Now consider an electron with $T=2.5$ eV. It has more than the gap to give away, yet its products would need at least $2+2.5/3=2.83$ eV. It cannot create a pair, although $\omega=E_c+2.5$ eV lies outside the general window. At that same $\omega$, the self-energy of the $\mathbf k=0$ state may have an imaginary part.

### How the decay sets in

The bound becomes a true onset if the matrix element does not vanish there. Screening does not remove the pair continuum: from $W^{-1}=v^{-1}-\chi_0$ one finds

$$W-W^\dagger=W^\dagger(\chi_0-\chi_0^\dagger)W,$$

so where $\chi_0$ absorbs and $W$ is finite and invertible, $W$ absorbs too. The momentum transferred at the equal-mass threshold is $\mathbf q=\mathbf k-\mathbf k/3=2\mathbf k/3$. It is finite, but this alone does not make the matrix element nonzero. At threshold all momenta are collinear. In a Kane model with one $s$ and three $p$ orbitals, the $p$ part of the conduction state points along its wavevector while the heavy-hole states are perpendicular to theirs, so their overlap vanishes at threshold. Its square then grows linearly with $T-T_{\rm th}$, which adds one power to the onset derived below for that band.

For equal masses $m$ and a constant matrix element, the rate just above threshold follows from counting final states. Write $\mathbf k_1=\mathbf k/3+\mathbf u$ and $\mathbf k_2=\mathbf k/3+\mathbf v$, so that $\mathbf k_h=\mathbf k/3-\mathbf u-\mathbf v$. The terms linear in $\mathbf u$ and $\mathbf v$ cancel. With $\hbar=1$ the kinetic energy is

$$\frac{k^2}{6m}+\frac{u^2+v^2+\mathbf u\cdot\mathbf v}{m}=\frac T3+\frac1m\left(\frac32s^2+\frac12d^2\right),$$

where $\mathbf s=(\mathbf u+\mathbf v)/\sqrt2$ and $\mathbf d=(\mathbf u-\mathbf v)/\sqrt2$. The energy available for this relative motion is $e=T-E_g-T/3=\tfrac23(T-\tfrac32E_g)$. A six-dimensional ball of radius $r$ has volume $\pi^3r^6/6$. Rescaling the axes gives the volume with relative energy below $e$:

$$V(e)=\frac{\pi^3}{6}(me)^3\left(\frac23\right)^{3/2}2^{3/2}=\frac{\pi^3}{6}\,\frac{8}{3\sqrt3}\,m^3e^3 .$$

The density of final states is its derivative,

$$P=\frac{dV}{de}=\frac{4\pi^3}{3\sqrt3}m^3e^2=\frac{16\pi^3}{27\sqrt3}\,m^3\left(T-\tfrac32E_g\right)^2 .$$

With a constant matrix element the onset is quadratic and therefore soft, so a lifetime can remain long for some distance above threshold. Random sampling of final momenta gives $P=0.680$ at $T=1.75E_g$ and 2.647 at $2E_g$, in units of $m^3E_g^2$. The formula gives 0.663 and 2.652, so the sampled values differ from it by 2.6% and 0.2%. At $T=1.4E_g$, above the gap but below threshold, no final state was found.

### When the factor 3/2 does not apply

The window for $\mathrm{Im}\,\Sigma$ needs no assumption about band shapes. The factor $3/2$ does, and it needs parabolic bands up to $T\approx1.5E_g$. If both bands follow $T(1+\alpha T)=\hbar^2k^2/2m$ with equal masses, the threshold rises to $1.83E_g$ for $\alpha E_g=0.25$ and $2.5E_g$ for $\alpha E_g=0.5$. For $\alpha E_g=1$ the dispersion is that of a massive relativistic particle, which cannot decay into three of its kind, and no threshold exists. For other bands, minimize $E_c(\mathbf k_1)+E_c(\mathbf k_2)-E_v(\mathbf k_1+\mathbf k_2-\mathbf k)$ over the actual dispersion, umklapp included, and compare the result with the initial energy.

The ring illustrates this minimization, though not a threshold: its conduction band ends at 2.72 eV, below the general edge at 3 eV, so no state on it can create a pair at its own energy. Its band edges are at the zone boundary. At $k=0$ both bands lie $\sqrt{0.8^2+(1.6+1.0)^2}=2.7203$ eV from mid-gap. For the conduction state at $k=0$ two final states tie for the lowest cost. One has two electrons at the boundary, 1 eV each, and a hole at $k=0$. The other has one electron left at $k=0$ and a pair at the boundary with $q=0$. Either sum is 4.7203 eV, well above the general edge at 3 eV. The first pole of $\Sigma$ for this state is at $4.7335=2.7203+2.0132$ eV. It belongs to the second final state, with the lowest mode in place of the bare pair, and it lies above the sum, as the bound at fixed momentum requires.

With one conduction minimum at $\mathbf k_c$ and one valence maximum at $\mathbf k_v$, three carriers at the band edges have total momentum $2\mathbf k_c-\mathbf k_v$. This matches an electron starting at $\mathbf k_c$ only if $\mathbf k_c=\mathbf k_v$ up to a reciprocal lattice vector. The simple formula therefore covers a direct gap away from $\mathbf k=0$, with momenta measured from the extremum, but not an indirect gap with a single valley. With several valleys the total is $\mathbf k_c'+\mathbf k_c''-\mathbf k_v$, and this can match the starting valley. For example, take valleys at $\pm\mathbf K$ with $3\mathbf K$ a reciprocal lattice vector and $\mathbf k_v=0$. Two electrons at $-\mathbf K$ and a hole at $0$ then match an electron at $\mathbf K$, and for isotropic valleys of equal mass the formula applies again. Each valley combination has to be checked.

One further condition matters in practice. Suppose $\Sigma$ is evaluated at quasiparticle energies whose conduction band is shifted rigidly up by $S$, with $0<S<E_g$, while $G_0$ and $W_0$ keep the mean-field energies. For equal masses the condition is then $S+T\ge E_g+T/3$, which gives

$$T\ge\tfrac32(E_g-S).$$

The computed threshold falls as the quasiparticle gap opens. If the valence band stays fixed, the quasiparticle gap is $E_g+S$, and consistent energies throughout would give $\tfrac32(E_g+S)$. Before you interpret a lifetime near threshold, check that the final-state energies and the energy at which $\Sigma$ is evaluated belong to the same spectrum.

## Values computed for the example and the checks

```
ring: number of cells = 6
ring: onsite energies = +/- 0.8 eV
ring: hoppings = 1.6 and 1.0 eV
ring: on-site repulsion = 2.0 eV
ring: E_v = -1.0000 eV, E_c = 1.0000 eV
ring: gap = 2.0000 eV
ring: lowest RPA mode = 2.0132 eV
ring: lowest mode, kernel times -0.05 = 1.9993 eV
ring: window from -3.0000 to 3.0000 eV
ring: highest visible lower pole = -3.0132 eV
ring: lowest visible upper pole = 3.0132 eV
ring: quadrature minus pole sum, max = 8.9e-16 eV
Im Sigma inside window: omega = 2.0000 eV
  eta = 0.04 eV: -0.001362 eV
  eta = 0.02 eV: -0.000680 eV
Im Sigma at outside pole: omega = 4.4602 eV
  eta = 0.04 eV: -1.050036 eV
  eta = 0.02 eV: -2.092475 eV
ratio on halving eta, inside = 0.4994
ratio on halving eta, outside = 1.9928
ring, k = 0 electron: pair edge = 4.7203 eV
ring, k = 0 electron: first pole = 4.7335 eV
m_h/m_e =  0.25: threshold = 1.8000 Eg
m_h/m_e =  1.00: threshold = 1.5000 Eg
m_h/m_e =  4.00: threshold = 1.2000 Eg
m_h/m_e = 20.00: threshold = 1.0476 Eg
phase space in units m^3 Eg^2 (hbar = 1), sampled and formula:
  T = 1.40 Eg: 0.000 and 0.000
  T = 1.75 Eg: 0.680 and 0.663
  T = 2.00 Eg: 2.647 and 2.652
example: gap = 2.00 eV
example: both masses = 0.50 electron masses
example: energy-only bound = 2.0000 eV above E_c
example: threshold = 3.0000 eV above E_c
example: threshold wavevector = 0.6275 1/angstrom
example: each final wavevector = 0.2092 1/angstrom
example: each final kinetic energy = 0.3333 eV
example: total final kinetic = 1.0000 eV
```
